# How the k-grid error of a gapped two-band chain decays: test program

```python
# Two-site chain, on-site +-D, hopping -t, cell length 1, bands +-E(k),
#   E(k) = sqrt(D^2 + 4 t^2 cos^2(k/2)).  Lower band full; energy per cell and spin:
#   eps = -(1/2pi) int E dk,  eps_N = -(1/N) sum_j E((2 pi j + theta)/N), theta = pi*phi.
# Under test: branch points at k = pi +- i h, h = 2 asinh(D/2t), and
#   eps_N - eps = -2 sum_p c_{pN} cos(p theta)
#     ~ (-1)^N cos(theta) t sqrt(2 sinh h/pi) N^(-3/2) exp(-hN) [1 + 3 coth h/(8N)],
# c_n = Fourier coefficients of E, r = exp(-h), x = r^2, b_n = binomial(1/2, n),
# c_n = t exp(h/2) b_n r^n S_n.
import numpy as np
import sympy as sp
from mpmath import mp, mpf
mp.dps = 30
CASES = [(0.5, 1.0), (0.1, 1.0), (2.0, 0.7)]

def rate(D, t): return 2*mp.asinh(mpf(D)/(2*mpf(t)))
def band(k, D, t): return mp.sqrt(mpf(D)**2 + 4*mpf(t)**2*mp.cos(k/2)**2)
def bloch(k, D, t):
    return np.array([[D, -t*(1+np.exp(-1j*k))], [-t*(1+np.exp(1j*k)), -D]])
def c0_elliptic(D, t):
    w = mpf(D)**2 + 4*mpf(t)**2
    return 2/mp.pi*mp.sqrt(w)*mp.ellipe(4*mpf(t)**2/w)
def c_quad(n, D, t):
    return mp.quad(lambda k: band(k, D, t)*mp.cos(n*k), mp.linspace(0, mp.pi, n+3))/mp.pi
def S_series(n, x):
    term, total, m = mpf(1), mpf(1), 0
    while abs(term) > mpf(10)**(-32):
        term *= (m-mpf(0.5))/(m+1)*(1-mpf(1.5)/(n+1+m))*x
        total += term
        m += 1
    return total
def c_series(n, D, t):
    h = rate(D, t)
    return t*mp.exp(h/2-n*h)*mp.binomial(0.5, n)*S_series(n, mp.exp(-2*h))
def c_cut(n, D, t):  # q = h + s^2
    h = rate(D, t)
    f = lambda s: 4*s*t*mp.sqrt(mp.sinh(h+s*s/2)*mp.sinh(s*s/2))*mp.exp(-n*(h+s*s))
    return (-1)**(n-1)/mp.pi*mp.quad(f, mp.linspace(0, mp.sqrt(80/(n-0.5)), 5))
def grid_error(N, phi, D, t, depth=1):
    with mp.workdps(30 + int(depth*float(rate(D, t))*N/2.3)):
        s = mp.fsum(mp.sqrt(mpf(D)**2 + 4*mpf(t)**2*mp.cospi((2*j+mpf(phi))/(2*N))**2)
                    for j in range(N))
        return c0_elliptic(D, t) - s/N
def leading(N, phi, D, t):
    h = rate(D, t)
    return (-1)**N*mp.cospi(phi)*t*mp.sqrt(2*mp.sinh(h)/mp.pi)*mpf(N)**(-1.5)*mp.exp(-h*N)
def corr(D, t): return 3*mp.coth(rate(D, t))/8
def ring_energy(N, theta, D, t):
    H = np.diag(np.array([D, -D]*N, dtype=complex))
    for a in range(2*N):
        b = (a+1) % (2*N)
        hop = -t*(np.exp(1j*theta) if b == 0 else 1.0)
        H[a, b] += hop
        H[b, a] += np.conj(hop)
    return np.linalg.eigvalsh(H)[:N].sum()/N
def loop_ratio(centre, radius, D, t):  # follow one eigenvalue round a circle
    first = cur = np.linalg.eigvals(bloch(centre+radius, D, t))[0]
    for a in np.linspace(0, 2*np.pi, 401)[1:]:
        ev = np.linalg.eigvals(bloch(centre+radius*np.exp(1j*a), D, t))
        cur = ev[np.argmin(abs(ev-cur))]
    return cur/first
def winding(y, D, t):
    d = np.linalg.det(np.array([bloch(k+1j*y, D, t) for k in np.linspace(0, 2*np.pi, 4001)]))
    return np.angle(d[1:]/d[:-1]).sum()/(2*np.pi)
def det_roots(D, t):  # all zeros of z*det H, coefficients from sampled determinants
    f = np.fft.fft([np.linalg.det(bloch(2*np.pi*j/8, D, t)) for j in range(8)])/8
    assert max(abs(f[2:7])) < 1e-13
    return np.roots([f[1], f[0], f[7]])

for D, t in CASES:
    h = rate(D, t); hf = float(h); r = mp.exp(-h); x = r*r
    for k in (0.3, 2.0, np.pi):
        assert abs(np.linalg.eigvalsh(bloch(k, D, t))[1] - float(band(k, D, t))) < 1e-13
    z = det_roots(D, t)
    assert np.allclose(np.sort(-np.log(abs(z))), [-hf, hf], atol=1e-11)
    assert np.allclose(z/abs(z), -1, atol=1e-11)
    kc = 1.1 + 0.4j
    fac = t*t*np.exp(hf)*(1+float(r)*np.exp(1j*kc))*(1+float(r)*np.exp(-1j*kc))
    assert abs(-np.linalg.det(bloch(kc, D, t)) - fac) < 1e-12
    Hs = bloch(np.pi+1j*hf, D, t)
    assert abs(Hs@Hs).max() < 1e-13 and abs(Hs).max() >= D
    assert abs(winding(0.9*hf, D, t)) < 1e-8 and abs(winding(1.1*hf, D, t)+1) < 1e-8
    assert abs(loop_ratio(np.pi+1j*hf, 0.3*hf, D, t)+1) < 1e-9
    assert abs(loop_ratio(np.pi+0.4j*hf, 0.3*hf, D, t)-1) < 1e-9
    assert abs(c_quad(0, D, t)/c0_elliptic(D, t)-1) < 1e-20
    for n in (1, 2, 5, 10):
        q = c_quad(n, D, t)
        assert abs(c_series(n, D, t)/q-1) < 1e-10 and abs(c_cut(n, D, t)/q-1) < 1e-10
    prev = mpf(1)
    for n in (1, 2, 3, 5, 10, 30, 100, 300):
        S = S_series(n, x)
        assert 0 < S-mp.sqrt(1-x) <= 3*x/(4*(n+1)*mp.sqrt(1-x)) and S < prev
        prev = S
    for N in (2, 5, 10, 15):
        cN = c_series(N, D, t)
        for phi in (0, 0.25, 0.5, 1):
            rest = grid_error(N, phi, D, t) + 2*cN*mp.cospi(phi)
            assert abs(rest) <= 2*abs(cN)*r**N/(1-r**N)
    for phi in (0, 0.25):  # prefactor and 1/N term from the raw grid sums
        u1, u2 = [N*(grid_error(N, phi, D, t)/leading(N, phi, D, t)-1) for N in (301, 602)]
        assert abs((2*u2-u1)/corr(D, t)-1) < 1e-3  # remainder ~ 0.05/(h^3 N^2)

for D, t in (CASES[0], CASES[2]):  # real-space rings against the aliasing sum
    c = {n: float(c_series(n, D, t)) for n in range(1, 81)}
    for N in (2, 3, 4, 7, 10):
        for theta in (0.0, 1.0, np.pi/2, np.pi):
            alias = -2*sum(c[p*N]*np.cos(p*theta) for p in range(1, 80//N+1))
            assert abs(ring_energy(N, theta, D, t)+float(c0_elliptic(D, t))-alias) < 1e-12

u = sp.symbols('u')
assert sp.series(sp.sqrt(1+u)*(1-u/2), u, 0, 3).removeO() == 1 - sp.Rational(3, 8)*u**2
b = mpf(1)
for n in range(1, 1001):  # binomial(1/2, n) by its defining product
    b *= (mpf(0.5)-(n-1))/n
    if n in (10, 101, 1000):
        g = (-1)**(n-1)*b*mpf(n)**1.5*2*mp.sqrt(mp.pi)
        assert abs(g-1-mpf(3)/(8*n)) < 0.3/n**2

D, t = CASES[0]
h = rate(D, t)
Ns = (100, 200, 300, 400)
A = mp.matrix([[1, -mp.log(N), -N, mpf(1)/N] for N in Ns])
fit = mp.lu_solve(A, mp.matrix([mp.log(grid_error(N, 0, D, t)) for N in Ns]))
assert abs(fit[1]-1.5) < 1e-3 and abs(fit[2]-h) < 1e-5
for N in (8, 15, 40):
    e = grid_error(N, 0.5, D, t, 2)
    assert abs(e/grid_error(2*N, 1, D, t)-1) < 1e-20
    assert abs(e/(-2*abs(c_series(2*N, D, t)))-1) < 2*mp.exp(-2*h*N)
hs = mpf('0.02'); Ds = 2*t*mp.sinh(hs/2); cross = []
for n in (10, 50, 250):
    ex, bk = abs(c_series(n, Ds, t)), t*hs*mp.besselk(1, n*hs)/(mp.pi*n)
    assert 0 < ex/bk-1 < hs**2 + mpf(1)/n**2
    cross.append((n, ex, bk, abs(leading(n, 0, Ds, t))/2))
metal = lambda N: 4*t/np.pi - 2*t/N/np.tan(np.pi/(2*N))
for N in (4, 20, 60):
    assert abs(ring_energy(N, 0.0, 0.0, t)+4*t/np.pi-metal(N)) < 1e-12
    assert abs(metal(N)/(np.pi*t/(3*N*N))-1) < 0.3/N**2
target = 1e-6
N_sum = next(N for N in range(1, 200) if abs(grid_error(N, 0, D, t)) < target)
N_law = next(N for N in range(1, 200) if abs(leading(N, 0, D, t))*(1+corr(D, t)/N) < target)
assert N_sum == N_law
N_metal = next(N for N in range(2, 4000, 2)
               if 4*t/np.pi-np.mean(2*t*abs(np.cos(np.pi*np.arange(N)/N))) < target)
assert 0 <= N_metal - np.sqrt(np.pi*t/(3*target)) < 2

F = float
print(f"t = {t} eV, D = {D} eV, gap 2D = {2*D} eV, D/2t = {D/(2*t)}")
print(f"h = {F(h):.6f} per cell, 1/h = {F(1/h):.4f} cells, h/ln10 = {F(h/mp.log(10)):.4f}")
print(f"roots z of z det H = {np.sort(det_roots(D, t).real).round(6)}")
print(f"r = {F(mp.exp(-h)):.6f}, x = {F(mp.exp(-2*h)):.6f}, sqrt(1-x) = {F(mp.sqrt(1-mp.exp(-2*h))):.6f}")
print(f"sinh h = {F(mp.sinh(h)):.6f}, coth h = {F(mp.coth(h)):.6f}, 3coth(h)/8 = {F(corr(D, t)):.6f}")
print(f"prefactor t sqrt(2 sinh h/pi) = {F(t*mp.sqrt(2*mp.sinh(h)/mp.pi)):.6f} eV")
m_ell = 4*t*t/(D*D+4*t*t)
print(f"m = {m_ell:.6f}, elliptic E(m) = {F(mp.ellipe(m_ell)):.8f}")
print(f"eps = {F(-c0_elliptic(D, t)):.10f} eV per cell and spin")
for n in (1, 2, 8, 16):
    print(f"n={n}: b_n={F(mp.binomial(0.5, n)):.6e} S_n={F(S_series(n, mp.exp(-2*h))):.6f}"
          f" c_n={F(c_series(n, D, t)):.6e} eV")
print(f"ring N=8, theta=0: eps_N = {ring_energy(8, 0.0, D, t):.10f} eV")
print(f"N=8: N^(-3/2) = {8**-1.5:.6f}, exp(-hN) = {F(mp.exp(-8*h)):.6e}")
print("theta=0: N, error (eV), leading (eV), corrected (eV), error/leading")
for N in (4, 5, 8, 12, 16, 18, 19, 32):
    e, l = grid_error(N, 0, D, t), leading(N, 0, D, t)
    print(f"{N:3d} {F(e): .5e} {F(l): .5e} {F(l*(1+corr(D, t)/N)): .5e} {F(e/l):.5f}")
for phi in (0, 0.5, 1):
    print(f"N=8, theta={phi} pi: error = {F(grid_error(8, phi, D, t, 2)): .5e} eV")
print(f"N=16, theta=pi: error = {F(grid_error(16, 1, D, t)): .5e} eV")
print(f"fit to N={Ns}: power = {F(fit[1]):.5f}, rate = {F(fit[2]):.7f} per cell")
print(f"small gap: D = {F(Ds):.6f} eV, h = {F(hs)}; n, |c_n|, K1 form, n^(-3/2) law (eV)")
for n, ex, bk, ld in cross:
    print(f"{n:4d} {F(ex):.5e} {F(bk):.5e} {F(ld):.5e}")
print(f"D=0: eps = {-4*t/np.pi:.8f} eV; N=20 error = {metal(20):.5e} eV,"
      f" pi t/3N^2 = {np.pi*t/1200:.5e} eV")
print(f"target {target} eV: N = {N_sum} (gapped), even N = {N_metal} (D=0)")
print("done: every assertion held")
```

Printed output:

```
t = 1.0 eV, D = 0.5 eV, gap 2D = 1.0 eV, D/2t = 0.25
h = 0.494933 per cell, 1/h = 2.0205 cells, h/ln10 = 0.2149
roots z of z det H = [-1.640388 -0.609612]
r = 0.609612, x = 0.371627, sqrt(1-x) = 0.792700
sinh h = 0.515388, coth h = 2.182821, 3coth(h)/8 = 0.818558
prefactor t sqrt(2 sinh h/pi) = 0.572806 eV
m = 0.941176, elliptic E(m) = 1.06888792
eps = -1.4028355256 eV per cell and spin
n=1: b_n=5.000000e-01 S_n=0.951087 c_n=3.712932e-01 eV
n=2: b_n=-1.250000e-01 S_n=0.900842 c_n=-5.359679e-02 eV
n=8: b_n=-1.309204e-02 S_n=0.830443 c_n=-2.655936e-04 eV
n=16: b_n=-4.514514e-03 S_n=0.812980 c_n=-1.710085e-06 eV
ring N=8, theta=0: eps_N = -1.4023008828 eV
N=8: N^(-3/2) = 0.044194, exp(-hN) = 1.907335e-02
theta=0: N, error (eV), leading (eV), corrected (eV), error/leading
  4  1.24473e-02  9.88851e-03  1.19121e-02 1.25877
  5 -4.87103e-03 -4.31339e-03 -5.01955e-03 1.12928
  8  5.34643e-04  4.82836e-04  5.32239e-04 1.10730
 12  3.87655e-05  3.62974e-05  3.87734e-05 1.06799
 16  3.42060e-06  3.25598e-06  3.42255e-06 1.05056
 18  1.05961e-06  1.01405e-06  1.06016e-06 1.04493
 19 -5.94253e-07 -5.70021e-07 -5.94579e-07 1.04251
 32  4.29409e-10  4.18784e-10  4.29496e-10 1.02537
N=8, theta=0 pi: error =  5.34643e-04 eV
N=8, theta=0.5 pi: error = -3.41974e-06 eV
N=8, theta=1 pi: error = -5.27802e-04 eV
N=16, theta=pi: error = -3.41974e-06 eV
fit to N=(100, 200, 300, 400): power = 1.50008, rate = 0.4949328 per cell
small gap: D = 0.020000 eV, h = 0.02; n, |c_n|, K1 form, n^(-3/2) law (eV)
  10 3.04848e-03 3.04048e-03 1.46077e-03
  50 7.66501e-05 7.66372e-05 5.87070e-05
 250 1.03000e-07 1.02995e-07 9.61739e-08
D=0: eps = -1.27323954 eV; N=20 error = 2.61907e-03 eV, pi t/3N^2 = 2.61799e-03 eV
target 1e-06 eV: N = 19 (gapped), even N = 1024 (D=0)
done: every assertion held
```
